# Critical radius and barrier for crystal nucleation in an amorphous layer

## Problem

Ion implantation has turned the surface layer of a silicon wafer amorphous. During an anneal near 600 °C the layer can crystallize in two ways: the crystal beneath it can grow upward, or new crystallites can form inside the amorphous material. This problem concerns the second way.

Take a spherical crystal nucleus surrounded by amorphous material. The interface energy is $\gamma=0.3\ \mathrm{J/m^2}$, the same for all orientations and all sizes. The driving density is $g=10^9\ \mathrm{J/m^3}$: the free energy released per volume crystallized at the annealing temperature, counted as positive. Elastic strain and foreign surfaces are neglected.

(a) Beyond what radius does a nucleus lower its free energy by growing?

(b) How much free energy must a thermal fluctuation supply to reach that radius?

(c) Why does regrowth from the underlying crystal not face the same barrier?

## A tempting solution

A nucleus of radius $r$ costs surface energy $4\pi r^2\gamma$ and releases $\tfrac{4\pi}{3}r^3g$. It seems reasonable that it becomes viable when the release has paid for the surface:

$$
4\pi r^2\gamma=\frac{4\pi}{3}r^3g
\quad\Longrightarrow\quad
r=\frac{3\gamma}{g}=0.9\ \mathrm{nm}.
$$

The energy to be supplied is then taken to be that of the surface that had to be made. With $\gamma=1.8725\ \mathrm{eV/nm^2}$,

$$
4\pi(0.9\ \mathrm{nm})^2\gamma\approx 19\ \mathrm{eV}.
$$

At 600 °C, where $kT=0.075$ eV, this is about 250 times $kT$. Nucleation would be out of the question.

## Where it fails

Both answers rest on the wrong comparison.

The condition used for the radius compares the nucleus with having no nucleus at all. But a nucleus that already exists changes by gaining or losing a few atoms. Whether growth is favourable depends on the slope of the free energy with size, not on whether its total has returned to zero. A nucleus can have a positive free energy and still lower it by growing.

The energy estimate counts the whole surface cost and ignores the volume energy released on the way. A fluctuation has to supply the net free energy at the highest point of the path. At $r=0.9$ nm the net free energy is zero, so 19 eV is not a barrier there or anywhere else on the path.

## Correct solution

### The critical radius

The net free energy of forming the nucleus is

$$
G(r)=4\pi r^2\gamma-\frac{4\pi}{3}r^3g .
$$

The first term is positive because interface is created; the second is negative because crystallization releases free energy. Differentiating,

$$
G'(r)=8\pi r\gamma-4\pi r^2g=4\pi r\,(2\gamma-rg).
$$

For $r>0$ this vanishes at

$$
r^*=\frac{2\gamma}{g}.
$$

The slope is positive below $r^*$ and negative above it, so $r^*$ is a maximum. The second derivative agrees:

$$
G''(r^*)=8\pi\gamma-8\pi r^*g=8\pi\gamma-16\pi\gamma=-8\pi\gamma<0 .
$$

Smaller nuclei lower their free energy by shrinking, larger ones by growing. With the given values,

$$
r^*=\frac{2\times0.3\ \mathrm{J/m^2}}{10^9\ \mathrm{J/m^3}}
=6\times10^{-10}\ \mathrm{m}=0.6\ \mathrm{nm}.
$$

Between 0.6 and 0.9 nm, $G$ is positive but falling. The tempting solution wrongly rejects these nuclei.

### The barrier

Insert $r^*$ into both terms of $G$:

$$
4\pi r^{*2}\gamma=\frac{16\pi\gamma^3}{g^2},
\qquad
\frac{4\pi}{3}r^{*3}g=\frac{32\pi\gamma^3}{3g^2}.
$$

Their difference is the barrier:

$$
W^*=\frac{(48-32)\pi\gamma^3}{3g^2}
=\frac{16\pi\gamma^3}{3g^2}
=\frac13\left(4\pi r^{*2}\gamma\right).
$$

At the top, the volume term has therefore repaid two thirds of the surface cost.

One joule per square metre is $6.2415\ \mathrm{eV/nm^2}$, which gives the value of $\gamma$ used above. The driving density is $g=6.2415\ \mathrm{eV/nm^3}$. The critical nucleus has area $4.524\ \mathrm{nm^2}$ and volume $0.905\ \mathrm{nm^3}$, so

$$
W^*=8.47\ \mathrm{eV}-5.65\ \mathrm{eV}=2.82\ \mathrm{eV},
$$

or about $4.5\times10^{-19}$ J. Direct numerical maximization of $G(r)$ gives the same radius and barrier.

### Does the spherical shape matter?

Let a body of fixed shape and linear size $L$ have area $\alpha L^2$ and volume $\beta L^3$. Its free energy is $\alpha\gamma L^2-\beta gL^3$. Setting the derivative $2\alpha\gamma L-3\beta gL^2$ to zero gives $L^*=2\alpha\gamma/(3\beta g)$. Then $\beta gL^*=\tfrac23\alpha\gamma$, and the barrier is

$$
W=L^{*2}\left(\alpha\gamma-\tfrac23\alpha\gamma\right)
=\frac{4\alpha^3\gamma^3}{27\beta^2g^2}.
$$

The shape enters through $\alpha^3/\beta^2$, which is area cubed over volume squared. Since a sphere has the least area for a given volume, it has the lowest barrier when $\gamma$ is isotropic. A spheroid twice as long as it is wide needs 3.52 eV. A cube, with $\alpha=6$ and $\beta=1$, needs 5.39 eV. If $\gamma$ depended on orientation, this comparison would no longer decide the best shape.

### Why regrowth has no such barrier

Part (c) asks for the free energy change per volume added. Since $dV=4\pi r^2\,dr$,

$$
\frac{dG}{dV}=\frac{G'(r)}{4\pi r^2}
=\frac{2\gamma}{r}-g
=-g\left(1-\frac{r^*}{r}\right).
$$

The term $2\gamma/r$ is the price of the extra interface needed as a curved surface expands. It disappears as $r\to\infty$. A flat front moves forward without increasing its area, so each added volume releases the full $g$. At $r=600$ nm the release is already 99.9% of $g$.

In this continuum picture, regrowth from the substrate therefore has no capillary barrier. The picture leaves out atomic steps: on an atomically smooth crystal face, starting a new layer can cost step energy. Even without that cost, regrowth needs thermal activation, because atoms must rearrange at the front. Nucleation needs such rearrangements as well, in addition to the work $W^*$. For this reason $W^*$ should not be identified with the whole activation energy of a nucleation rate.

### What the barrier means for the anneal

The equilibrium population of critical nuclei contains the factor $\exp(-W^*/kT)$. With $\gamma$ and $g$, and hence $W^*$, held fixed:

- at 600 °C, $W^*/kT=37.5$ and the factor is $5.0\times10^{-17}$;
- at 700 °C, $W^*/kT=33.7$ and the factor is $2.4\times10^{-15}$.

The factor rises 47-fold. Regrowth also speeds up on heating. If atomic rearrangement has the same activation energy in both processes, it accelerates both equally. Nucleation then gains on regrowth by about this factor, apart from weaker temperature dependences in the prefactors. Under these conditions, a lower annealing temperature favours regrowth over nucleation, at the price of a longer anneal.

## How far the number can be trusted

**Input values.** For small changes, $W^*\propto\gamma^3/g^2$ gives

$$
\frac{\delta W^*}{W^*}\approx3\frac{\delta\gamma}{\gamma}-2\frac{\delta g}{g}.
$$

Changing $\gamma$ by $\mp10\%$ at fixed $g$ gives 2.06 and 3.76 eV. Changing $g$ by $\mp10\%$ at fixed $\gamma$ gives 3.49 and 2.33 eV.

**The small size of the nucleus.** With a lattice parameter of roughly 0.543 nm and eight atoms per cubic cell, the critical nucleus holds about 45 atoms. About 78% of its volume lies within one bond length, 0.235 nm, of the surface. Restricting $G$ to whole numbers of atoms changes the barrier by only $2\times10^{-5}$ eV here, and by at most about $10^{-4}$ eV if the top fell midway between two whole numbers. The more serious question is whether the interface energy of a large crystal applies to so small an object.

To size this effect, let $\gamma(r)=\gamma(1-2\delta/r)$, where $\delta$ is a trial length. This adds $-8\pi\gamma\delta r$ to $G$. Because $G'(r^*)=0$, the shift of the maximum affects the barrier only at second order in $\delta$. To first order, the change is the added term evaluated at $r^*$:

$$
\frac{\delta W^*}{W^*}
\approx\frac{-8\pi\gamma\delta r^*}{\tfrac43\pi\gamma r^{*2}}
=-\frac{6\delta}{r^*}.
$$

For $\delta=\pm0.02$ nm this is $\mp20\%$. Full maximization gives 2.27 and 3.40 eV. A length far below a bond length thus moves the barrier by more than half an electronvolt.

**Foreign surfaces.** Let the nucleus be a spherical cap on a flat surface, with contact angle $\theta$ measured through the crystal, and write $c=\cos\theta$. The curved area is $2\pi r^2(1-c)$ and the base area is $\pi r^2(1-c^2)$. Young's relation says that replacing amorphous material by crystal at the base changes the energy per area by $-\gamma c$. The total surface term is

$$
\pi r^2\gamma\left[2(1-c)-c(1-c^2)\right]
=\pi r^2\gamma(1-c)^2(2+c).
$$

The cap volume is

$$
\pi r^3\int_c^1(1-z^2)\,dz
=\frac{\pi r^3}{3}(1-c)^2(2+c).
$$

Both are the full-sphere expressions multiplied by $f=(2+c)(1-c)^2/4$. The critical radius of curvature is unchanged, and the barrier becomes $fW^*$. At $\theta=90^\circ$, $f=\tfrac12$ and the barrier is 1.41 eV. As $\theta\to0$ it vanishes, which matches the absence of a capillary barrier for growth on the underlying crystal.

**Entropy.** If $10^9\ \mathrm{J/m^3}$ were an enthalpy density, the temperature times the entropy density lost on crystallization would have to be subtracted. Take a rough excess entropy of $0.2k$ per atom in the amorphous phase, and 49.97 atoms per cubic nanometre. At 600 °C the correction is

$$
0.2\times0.07524\ \mathrm{eV}\times49.97\ \mathrm{nm^{-3}}
\approx0.75\ \mathrm{eV/nm^3},
$$

or 12% of $g$. The barrier rises to 3.65 eV at 600 °C. With the same enthalpy and entropy it is 3.77 eV at 700 °C, where $kT=0.0839$ eV. On heating, $W^*/kT$ then falls from 48.5 to 44.9, and the factor $\exp(-W^*/kT)$ rises about 36-fold instead of 47-fold.

**Strain.** Suppose the two phases differ in density by roughly 1.8%, a linear misfit $\varepsilon=0.006$. Give both the same shear modulus $\mu$, bulk modulus $K$ and Poisson ratio $\nu$. Let the interface move by a fraction $s$ of the displacement that would leave the nucleus unstrained. The strain inside is then $(1-s)\varepsilon$ in magnitude along each axis, with energy density $\tfrac92K(1-s)^2\varepsilon^2$.

Outside, at distance $\rho$ from the centre, the displacement falls as $1/\rho^2$. The principal strains are $s\varepsilon r^3/\rho^3$ times $(-2,1,1)$. They sum to zero, so the energy density is $\mu$ times the sum of their squares, $6\mu s^2\varepsilon^2r^6/\rho^6$. Integrating over the exterior gives

$$
\int_r^\infty4\pi\rho^2\,\frac{6\mu s^2\varepsilon^2r^6}{\rho^6}\,d\rho
=8\pi\mu s^2\varepsilon^2r^3,
$$

which is $6\mu s^2\varepsilon^2$ per nucleus volume. The total per nucleus volume is

$$
e(s)=\varepsilon^2\left[\tfrac92K(1-s)^2+6\mu s^2\right].
$$

Setting $e'(s)=0$ gives $s=3K/(3K+4\mu)$. Substituting this, and then $K=2\mu(1+\nu)/[3(1-2\nu)]$, gives

$$
e=\frac{18K\mu}{3K+4\mu}\,\varepsilon^2
=\frac{2\mu(1+\nu)}{1-\nu}\,\varepsilon^2 .
$$

With rough values $\mu=50$ GPa and $\nu=0.25$, $e=6.0\times10^6\ \mathrm{J/m^3}$. This is 0.6% of $g$ and raises the barrier only to 2.86 eV.

## Comparison with real amorphous silicon

The inputs are rough values for this regime. The driving density corresponds to 0.125 eV per atom, while the heat released when relaxed amorphous silicon crystallizes is measured at roughly 12 to 13 kJ/mol, or 0.12 to 0.14 eV per atom. The second digit matters: a driving energy of 0.10 eV per atom would already raise the barrier to 4.4 eV. The given $g$ is thus close to an enthalpy, and the entropy correction deserves attention. The sharp interface with a size-independent energy is doubtful for 45 atoms, and a real layer has a free surface or an oxide where nucleation may be easier. The trial values worked out in the previous section move the barrier from 2.8 eV to between 1.4 and 3.8 eV; they are not bounds. The result is best read as a barrier of a few electronvolts for a nucleus about a nanometre across. The numerical output lists most of the values behind these estimates; the entropy-corrected values at 700 °C follow from the same formulas.

## Table of computed values

```
interface energy            0.30 J/m^2
interface energy            1.8725 eV/nm^2
driving density             1.00e+09 J/m^3
driving density             6.2415 eV/nm^3
critical radius, formula    0.6000 nm
critical radius, numerical  0.6000 nm
critical area               4.5239 nm^2
critical volume             0.9048 nm^3
surface cost at top         8.4708 eV
volume gain at top          5.6472 eV
barrier, formula            2.8236 eV
barrier, numerical          2.8236 eV
barrier                     4.5239e-19 J
radius where G returns to 0 0.9000 nm
barrier, spheroid aspect 2  3.5247 eV
critical cube edge          1.2000 nm
barrier, cube               5.3927 eV
release/g at r = 600 nm     0.9990 (no unit)
lower temperature           873.15 K
higher temperature          973.15 K
kT at lower temperature     0.07524 eV
barrier/kT, lower temp.     37.53
barrier/kT, higher temp.    33.67
exp(-W/kT), lower temp.     5.04e-17
exp(-W/kT), higher temp.    2.38e-15
ratio of these factors      47.3
lattice parameter, rough    0.543 nm
atom density                49.97 nm^-3
driving energy per atom     0.1249 eV
atoms in critical nucleus   45.2
bond length                 0.2351 nm
share within one bond       77.5 %
whole-atom top at           45 atoms
whole-atom barrier change   -2.03e-05 eV
barrier, gamma -10%         2.058 eV
barrier, gamma +10%         3.758 eV
barrier, g -10%             3.486 eV
barrier, g +10%             2.334 eV
trial curvature length      0.020 nm
barrier, positive length    2.269 eV
barrier, negative length    3.398 eV
barrier, cap at 90 degrees  1.412 eV
trial excess entropy        0.20 k per atom
entropy cut in g            12.0 %
barrier with entropy cut    3.650 eV
shear modulus, rough        50 GPa
Poisson ratio, rough        0.25
linear misfit, rough        0.0060
strain energy density       6.00e+06 J/m^3
strain share of g           0.60 %
barrier with strain         2.858 eV
```
